# Degenerate Nonbonding Orbitals of a Twisted Guanidinate Ligand in Hückel Theory: a numerical check

```python
"""Result under test: in a guanidinate Hueckel model (carbon C coupled to three
nitrogens of equal site energy, no N-N coupling) exactly two orbitals lie at
the nitrogen site energy, have no carbon amplitude, and stay degenerate when
the exocyclic C-N coupling is reduced by twisting.
Site order: C, N1, N2 (chelating), N3 (exocyclic). Energies in eV.
beta: planar C-N coupling; twist: rotation of the N3 p orbital about C-N3.
delta: extra site energy of N3; t12, t13: planar N-N couplings.
Splitting means E(symmetric) - E(antisymmetric) under exchange of N1 and N2.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants, k, e

# Round model parameters in the rough range of a guanidinate ligand
ALPHA_N, ALPHA_C, BETA = 0.0, 2.0, -2.5
TWIST_DEG, BITE_DEG, BOND_NM = 40.0, 112.0, 0.134
DELTA = -1.0
SIGMA_SITE, SIGMA_COUPLING = -3.0, -6.0
METAL_SITE, METAL_COUPLING = 6.0, -0.8
TEMPERATURE, SWING_DEG = 420.0, 10.0
twist = np.radians(TWIST_DEG)
bite = np.radians(BITE_DEG)


def star(couplings, alpha_c=ALPHA_C, alpha_n=ALPHA_N):
    h = np.diag([alpha_c, alpha_n, alpha_n, alpha_n]).astype(float)
    h[0, 1:] = h[1:, 0] = couplings
    return h


def add_site(h, energy, links):
    n = len(h)
    larger = np.zeros((n + 1, n + 1))
    larger[:n, :n] = h
    larger[n, n] = energy
    for site, coupling in links.items():
        larger[site, n] = larger[n, site] = coupling
    return larger


def model(angle, delta=0.0, t12=0.0, t13=0.0, sigma=False,
          metal_even=0.0, metal_odd=0.0):
    """Star model plus optional neglected effects; also lists odd extra sites."""
    h = star([BETA, BETA, BETA * np.cos(angle)])
    h[3, 3] += delta
    h[1, 2] = h[2, 1] = t12
    for site in (1, 2):
        h[site, 3] = h[3, site] = t13 * np.cos(angle)
    odd_sites = []
    if sigma:
        carbon_inplane = len(h)
        h = add_site(h, ALPHA_C, {3: BETA * np.sin(angle)})
        link = np.sqrt(2) * np.sin(bite / 2) * SIGMA_COUPLING
        h = add_site(h, SIGMA_SITE, {carbon_inplane: link})
    if metal_even:
        h = add_site(h, METAL_SITE, {1: metal_even, 2: metal_even})
    if metal_odd:
        odd_sites.append(len(h))
        h = add_site(h, METAL_SITE, {1: metal_odd, 2: -metal_odd})
    return h, odd_sites


def pair_levels(angle, **effects):
    """Levels that descend from the symmetric and antisymmetric orbitals."""
    h, odd_sites = model(angle, **effects)
    n, unit, c = len(h), np.eye(len(h)), np.cos(angle)
    even = [unit[0], (unit[1] + unit[2]) / np.sqrt(2), unit[3]]
    even += [unit[i] for i in range(4, n) if i not in odd_sites]
    odd = [(unit[1] - unit[2]) / np.sqrt(2)] + [unit[i] for i in odd_sites]
    even, odd = np.array(even).T, np.array(odd).T
    assert np.max(np.abs(even.T @ h @ odd)) < 1e-12
    sym = (c * unit[1] + c * unit[2] - 2 * unit[3]) / np.sqrt(4 + 2 * c**2)
    anti = (unit[1] - unit[2]) / np.sqrt(2)
    found = []
    for basis, target in ((even, sym), (odd, anti)):
        values, vectors = np.linalg.eigh(basis.T @ h @ basis)
        found.append(values[np.argmax(np.abs(target @ basis @ vectors))])
    return found


def splitting(angle, **effects):
    sym, anti = pair_levels(angle, **effects)
    return sym - anti


# Symbolic determinant, arbitrary couplings
ac, an, energy, b1, b2, b3, d = sp.symbols("ac an energy b1 b2 b3 d", real=True)
h_sym = sp.Matrix([[ac, b1, b2, b3], [b1, an, 0, 0],
                   [b2, 0, an, 0], [b3, 0, 0, an]])
claimed = (an - energy)**2 * ((ac - energy) * (an - energy)
                              - b1**2 - b2**2 - b3**2)
assert sp.expand((h_sym - energy * sp.eye(4)).det() - claimed) == 0

# Unequal N3 site energy removes the second orbital from the level alpha_N
h_unequal = h_sym.subs(b2, b1)
h_unequal[3, 3] = an + d
reduced = sp.cancel((h_unequal - energy * sp.eye(4)).det() / (an - energy))
assert sp.expand(reduced.subs(energy, an) + 2 * b1**2 * d) == 0

# Direct diagonalization: multiplicity, carbon amplitude, pair projector
rng = np.random.default_rng(4)
coupling_sets = [rng.normal(size=3) * 2 for _ in range(40)]
coupling_sets += [np.array([BETA, BETA, BETA * np.cos(a)])
                  for a in np.linspace(0, np.pi / 2, 19)]
for b in coupling_sets:
    values, vectors = np.linalg.eigh(star(b, 1.3, -0.4))
    chosen = np.abs(values + 0.4) < 1e-10
    assert chosen.sum() == 2
    projector = vectors[:, chosen] @ vectors[:, chosen].T
    assert np.max(np.abs(projector[0])) < 1e-10
    expected = np.eye(3) - np.outer(b, b) / (b @ b)
    assert np.allclose(projector[1:, 1:], expected, atol=1e-10)
    root = np.sqrt(1.7**2 / 4 + b @ b)
    assert np.allclose(values[~chosen], [0.45 - root, 0.45 + root])
assert np.sum(np.abs(np.linalg.eigvalsh(star([0, 0, 0]))) < 1e-12) == 3

# Carbon-nitrogen overlap does not lift the degeneracy
for b in coupling_sets[:10]:
    s = rng.uniform(-0.25, 0.25, size=3)
    metric = np.eye(4)
    metric[0, 1:] = metric[1:, 0] = s
    values, vectors = eigh(star(b, -10.0, -12.0), metric)
    chosen = np.abs(values + 12.0) < 1e-9
    assert chosen.sum() == 2
    assert np.max(np.abs(vectors[0, chosen])) < 1e-8
    assert np.max(np.abs((b + 12.0 * s) @ vectors[1:, chosen])) < 1e-8

# Slater 2p overlaps by quadrature in prolate spheroidal coordinates
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
ZETA_C = (6 - 3 * 0.35 - 2 * 0.85) / 2
ZETA_N = (7 - 4 * 0.35 - 2 * 0.85) / 2
lag_x, lag_w = np.polynomial.laguerre.laggauss(14)
leg_x, leg_w = np.polynomial.legendre.leggauss(28)


def p_overlap(center_a, dir_a, zeta_a, center_b, dir_b, zeta_b):
    axis = center_b - center_a
    distance = np.linalg.norm(axis)
    axis = axis / distance
    trial = np.eye(3)[np.argmin(np.abs(axis))]
    side = np.cross(axis, trial)
    side /= np.linalg.norm(side)
    other = np.cross(axis, side)
    half = distance / 2
    decay = half * (zeta_a + zeta_b)
    mu = (1 + lag_x / decay)[:, None, None]
    nu = leg_x[None, :, None]
    phi = (2 * np.pi * np.arange(8) / 8)[None, None, :]
    rho = half * np.sqrt((mu**2 - 1) * (1 - nu**2))

    def angular(direction, shift):
        return (rho * np.cos(phi) * (direction @ side)
                + rho * np.sin(phi) * (direction @ other)
                + half * (mu * nu + shift) * (direction @ axis))

    value = angular(dir_a, 1) * angular(dir_b, -1) * half**3 * (mu**2 - nu**2)
    value = value * np.exp(-half * (zeta_a - zeta_b) * nu)
    weight = lag_w[:, None, None] * leg_w[None, :, None] * (2 * np.pi / 8)
    norm = np.sqrt(zeta_a**5 * zeta_b**5) / np.pi
    return norm * np.exp(-decay) / decay * np.sum(weight * value)


bond = BOND_NM / bohr_nm
carbon = np.zeros(3)
n1 = bond * np.array([-np.cos(bite / 2), np.sin(bite / 2), 0])
n2 = bond * np.array([-np.cos(bite / 2), -np.sin(bite / 2), 0])
n3 = bond * np.array([1.0, 0, 0])
up = np.array([0, 0, 1.0])
s_cn = p_overlap(carbon, up, ZETA_C, n3, up, ZETA_N)
s_12 = p_overlap(n1, up, ZETA_N, n2, up, ZETA_N)
s_13 = p_overlap(n1, up, ZETA_N, n3, up, ZETA_N)
x = ZETA_N * np.linalg.norm(n1 - n2)
assert np.isclose(s_12, np.exp(-x) * (1 + x + 2*x**2/5 + x**3/15), rtol=1e-9)
for angle in (0.3, twist, 1.2, np.pi / 2):
    turned = np.array([0, np.sin(angle), np.cos(angle)])
    s_turned = p_overlap(carbon, up, ZETA_C, n3, turned, ZETA_N)
    assert abs(s_turned - s_cn * np.cos(angle)) < 1e-10
    s_turned = p_overlap(n1, up, ZETA_N, n3, turned, ZETA_N)
    assert abs(s_turned - s_13 * np.cos(angle)) < 1e-10
t12, t13 = BETA * s_12 / s_cn, BETA * s_13 / s_cn

# First-order lifting law against finite differences of exact eigenvalues
step = 1e-4
for angle in (0.0, 0.4, twist, 1.3, np.pi / 2):
    c2 = np.cos(angle)**2
    for dd, u, v in ((1, 0, 0), (0, 1, 0), (0, 0, 1), (0.7, -0.4, 0.9)):
        plus = splitting(angle, delta=dd*step, t12=u*step, t13=v*step)
        minus = splitting(angle, delta=-dd*step, t12=-u*step, t13=-v*step)
        law = (2 * dd + 2 * (1 + c2) * u - 4 * c2 * v) / (2 + c2)
        assert abs((plus - minus) / (2 * step) - law) < 1e-6
    plus = splitting(angle, t12=step, t13=step)
    minus = splitting(angle, t12=-step, t13=-step)
    law = 2 * np.sin(angle)**2 / (2 + c2)
    assert abs((plus - minus) / (2 * step) - law) < 1e-6
# Equal N-N coupling of finite size: harmless when planar, not when twisted
assert abs(splitting(0.0, t12=-0.2, t13=-0.2)) < 1e-12
assert abs(splitting(twist, t12=-0.2, t13=-0.2)) > 0.01


# Second-order estimates of sigma mixing and metal donation, weak-mixing tests
def sigma_site_shift(angle):
    link2 = 2 * np.sin(bite / 2)**2 * SIGMA_COUPLING**2
    return (BETA * np.sin(angle))**2 / (
        ALPHA_N - ALPHA_C - link2 / (ALPHA_N - SIGMA_SITE))


small = 0.05
estimate = sigma_site_shift(small) * 2 / (2 + np.cos(small)**2)
assert abs(splitting(small, sigma=True) / estimate - 1) < 0.01
weak, c2 = 0.01, np.cos(twist)**2
gap_metal = METAL_SITE - ALPHA_N
even_law = -2 * weak**2 * c2 / ((2 + c2) * gap_metal)
odd_law = 2 * weak**2 / gap_metal
assert abs(splitting(twist, metal_even=weak) / even_law - 1) < 1e-3
assert abs(splitting(twist, metal_odd=weak) / odd_law - 1) < 1e-3

# Six-electron pi energy: the cost of twisting comes from the bonding orbital
levels = {a: np.linalg.eigvalsh(model(np.radians(a))[0])
          for a in (0.0, TWIST_DEG, 90.0)}
cost = 2 * (levels[TWIST_DEG][:3].sum() - levels[0.0][:3].sum())


def bonding(angle):
    total = BETA**2 * (2 + np.cos(angle)**2)
    mean = (ALPHA_C + ALPHA_N) / 2
    return mean - np.sqrt((ALPHA_C - ALPHA_N)**2 / 4 + total)


assert abs(cost - 2 * (bonding(twist) - bonding(0.0))) < 1e-10

# Neglected effects for the example, each alone and then together
nn = dict(t12=t12, t13=t13)
separate = {
    "N3 site deeper": splitting(twist, delta=DELTA),
    "direct N-N coupling": splitting(twist, **nn),
    "sigma mixing": splitting(twist, sigma=True),
    "symmetric metal acceptor": splitting(twist, metal_even=METAL_COUPLING),
    "antisymmetric metal acceptor": splitting(twist, metal_odd=METAL_COUPLING),
}
everything = dict(delta=DELTA, sigma=True, metal_even=METAL_COUPLING,
                  metal_odd=METAL_COUPLING, **nn)
combined = splitting(twist, **everything)
thermal = k * TEMPERATURE / e


def show(label, value, unit="", digits=4):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}".rstrip())


show("Nitrogen site energy", ALPHA_N, "eV", 2)
show("Carbon site energy", ALPHA_C, "eV", 2)
show("Planar C-N coupling", BETA, "eV", 2)
show("Twist angle", TWIST_DEG, "degrees", 1)
show("Twisted C-N3 coupling", BETA * np.cos(twist), "eV")
for a, values in levels.items():
    text = ", ".join(f"{round(float(v), 4) + 0.0:.4f}" for v in values)
    print(f"Levels at {a:.0f} degrees: {text} eV")
for a in levels:
    values, vectors = np.linalg.eigh(model(np.radians(a))[0])
    pair = np.abs(values - ALPHA_N) < 1e-10
    show(f"N3 weight summed over pair, {a:.0f} degrees",
         np.sum(vectors[3, pair]**2))
c = np.cos(twist)
norm = np.sqrt(4 + 2 * c**2)
show("Symmetric orbital, amplitude on N1 and N2", c / norm)
show("Symmetric orbital, amplitude on N3", -2 / norm)
show("Pi-energy cost of twist, six electrons", cost, "eV")
show("Gap from pair to antibonding level", levels[TWIST_DEG][3] - ALPHA_N, "eV")
show("C-N bond length", BOND_NM, "nm", 3)
show("N1-C-N2 angle", BITE_DEG, "degrees", 1)
show("N1-N2 distance", np.linalg.norm(n1 - n2) * bohr_nm, "nm")
show("N1-N3 distance", np.linalg.norm(n1 - n3) * bohr_nm, "nm")
show("Slater exponent of C", ZETA_C, "1/bohr", 3)
show("Slater exponent of N", ZETA_N, "1/bohr", 3)
show("C-N pi overlap", s_cn)
show("N1-N2 pi overlap", s_12)
show("N1-N3 planar pi overlap", s_13)
show("N1-N2 coupling t12", t12, "eV")
show("N1-N3 planar coupling t13", t13, "eV")
show("Assumed N3 site offset", DELTA, "eV", 2)
show("First-order splitting from that offset", 2 * DELTA / (2 + c**2), "eV")
show("Sigma combination site energy", SIGMA_SITE, "eV", 2)
show("C-N sigma coupling", SIGMA_COUPLING, "eV", 2)
show("Estimated sigma shift of N3 site", sigma_site_shift(twist), "eV")
show("Metal acceptor energy", METAL_SITE, "eV", 2)
show("Metal-N pi coupling", METAL_COUPLING, "eV", 2)
for label, value in separate.items():
    show(f"Splitting, {label}", value, "eV")
show("Splitting, N3 site shallower by same offset",
     splitting(twist, delta=-DELTA), "eV")
show("Sum of separate splittings", sum(separate.values()), "eV")
show("Splitting, all effects together", combined, "eV")
show("Assumed twist swing, plus or minus", SWING_DEG, "degrees", 1)
for a in (TWIST_DEG - SWING_DEG, TWIST_DEG + SWING_DEG):
    show(f"Splitting, all effects, {a:.0f} degrees",
         splitting(np.radians(a), **everything), "eV")
show("Delivery temperature", TEMPERATURE, "K", 0)
show("Thermal energy kT", thermal, "eV")
show("Combined splitting size over kT", abs(combined) / thermal, "", 1)
print("success")
```

It prints:

```
Nitrogen site energy: 0.00 eV
Carbon site energy: 2.00 eV
Planar C-N coupling: -2.50 eV
Twist angle: 40.0 degrees
Twisted C-N3 coupling: -1.9151 eV
Levels at 0 degrees: -3.4441, 0.0000, 0.0000, 5.4441 eV
Levels at 40 degrees: -3.1434, 0.0000, 0.0000, 5.1434 eV
Levels at 90 degrees: -2.6742, 0.0000, 0.0000, 4.6742 eV
N3 weight summed over pair, 0 degrees: 0.6667
N3 weight summed over pair, 40 degrees: 0.7731
N3 weight summed over pair, 90 degrees: 1.0000
Symmetric orbital, amplitude on N1 and N2: 0.3368
Symmetric orbital, amplitude on N3: -0.8793
Pi-energy cost of twist, six electrons: 0.6014 eV
Gap from pair to antibonding level: 5.1434 eV
C-N bond length: 0.134 nm
N1-C-N2 angle: 112.0 degrees
N1-N2 distance: 0.2222 nm
N1-N3 distance: 0.2366 nm
Slater exponent of C: 1.625 1/bohr
Slater exponent of N: 1.950 1/bohr
C-N pi overlap: 0.2141
N1-N2 pi overlap: 0.0202
N1-N3 planar pi overlap: 0.0138
N1-N2 coupling t12: -0.2357 eV
N1-N3 planar coupling t13: -0.1608 eV
Assumed N3 site offset: -1.00 eV
First-order splitting from that offset: -0.7731 eV
Sigma combination site energy: -3.00 eV
C-N sigma coupling: -6.00 eV
Estimated sigma shift of N3 site: -0.1396 eV
Metal acceptor energy: 6.00 eV
Metal-N pi coupling: -0.80 eV
Splitting, N3 site deeper: -0.7406 eV
Splitting, direct N-N coupling: -0.1433 eV
Splitting, sigma mixing: -0.1036 eV
Splitting, symmetric metal acceptor: -0.0470 eV
Splitting, antisymmetric metal acceptor: 0.2062 eV
Splitting, N3 site shallower by same offset: 0.7858 eV
Sum of separate splittings: -0.8283 eV
Splitting, all effects together: -0.7999 eV
Assumed twist swing, plus or minus: 10.0 degrees
Splitting, all effects, 30 degrees: -0.7154 eV
Splitting, all effects, 50 degrees: -0.9016 eV
Delivery temperature: 420 K
Thermal energy kT: 0.0362 eV
Combined splitting size over kT: 22.1
success
```
